# Mean-Square Height of a Film of Random Overlapping Hemispheres

Hemispherical islands of radius 6 nm, scattered at random with a density of $10^{12}$ per cm², cover 67.7% of a substrate and give a mean-square height of 14.4 nm². This is 21.6 nm² less than the square of the island radius. The deficit equals the covered fraction times 31.8 nm², an area that depends on the density of islands but not on their size. The relation behind these numbers is

$$\langle h^2\rangle=r^2-\frac{C}{\pi n},\qquad C=1-e^{-\pi n r^2}, \tag{1}$$

where $r$ is the radius, $n$ the areal density of island centres, $C$ the expected covered fraction and $h$ the local film height. It rests on a particular meaning of "random", and it does not hold in general for other arrangements of the same islands.

## The model and its averages

In atomic layer deposition each cycle ideally adds the same thickness everywhere on the growing material, measured along the local surface normal. If the substrate itself is inert, a small nucleus then grows into a hemisphere whose radius increases by a fixed amount per cycle. Where two hemispheres meet, the outer surface is whichever lies higher.

Let all nuclei start together, with negligible initial size, on a flat substrate. If $d_i$ is the lateral distance from a point to centre $i$, the height there is

$$h=\max_i\sqrt{\max(r^2-d_i^2,\,0)}. \tag{2}$$

Bare substrate has $h=0$. The average $\langle\cdots\rangle$ runs over the whole substrate, bare parts included, and over random arrangements of the centres. Since the arrangement is statistically the same everywhere, this equals the expectation at one fixed point.

The centres form a homogeneous Poisson pattern: the numbers of centres in separate regions are independent, and a small region of area $\delta A$ holds a centre with probability $n\,\delta A$. To find the probability that a region of area $A$ is empty, divide it into $M$ equal cells. Each is empty with probability $1-nA/M$ up to terms that vanish faster than $1/M$, and the cells are independent, so

$$P(\text{no centre in }A)=\lim_{M\to\infty}\left(1-\frac{nA}{M}\right)^M=e^{-nA}. \tag{3}$$

A point is bare if no centre lies within distance $r$ of it. With $A=\pi r^2$, Eq. (3) gives the bare fraction $e^{-\pi n r^2}$, and hence $C$ in Eq. (1).

## Derivation from the height distribution

Choose a level $z$ with $0\le z<r$. A hemisphere rises above $z$ at the chosen point if $\sqrt{r^2-d_i^2}>z$, that is, if $d_i^2<r^2-z^2$. The film lies at or below $z$ when no centre satisfies this condition. The relevant disc has area $\pi(r^2-z^2)$, so Eq. (3) gives

$$P(h\le z)=e^{-\pi n(r^2-z^2)},\qquad 0\le z<r. \tag{4}$$

At $z=0$ this is $e^{-\pi n r^2}=1-C$: the height distribution has a finite weight at zero, which is the bare substrate. No height exceeds $r$.

To pass from the distribution to the mean square, write

$$h^2=\int_0^h 2z\,dz=\int_0^r 2z\,\theta(h-z)\,dz, \tag{5}$$

where the step function $\theta$ is 1 for $h>z$ and 0 otherwise. The expectation of $\theta(h-z)$ is $P(h>z)$, so

$$\langle h^2\rangle=\int_0^r 2z\left[1-e^{-\pi n(r^2-z^2)}\right]dz. \tag{6}$$

Set $u=r^2-z^2$. Then $du=-2z\,dz$, and the limits $z=0$ and $z=r$ become $u=r^2$ and $u=0$. The minus sign reverses the limits:

$$\langle h^2\rangle=\int_0^{r^2}\left(1-e^{-\pi n u}\right)du
=r^2-\frac{1-e^{-\pi n r^2}}{\pi n}. \tag{7}$$

The numerator of the last term is $C$, which proves Eq. (1).

## What the deficit measures

Since all radii are equal, the nearest centre supplies the highest hemisphere. With $D$ the distance to that centre, Eq. (2) becomes

$$h^2=r^2-\min(D^2,r^2). \tag{8}$$

Comparison with Eq. (1) shows that $C/(\pi n)$ is the mean of $\min(D^2,r^2)$. By Eq. (3), $P(D^2>u)=e^{-\pi n u}$, so $D^2$ is exponentially distributed with mean $1/(\pi n)$. This is the area of 31.8 nm² in the opening example. Capping $D^2$ at $r^2$ reduces the mean by the factor $C$.

Equation (8) also shows where randomness enters. Let $C(t)$ be the fraction covered by discs of radius $t$ around the same centres, for any statistically homogeneous pattern. The level $z$ is exceeded on the area covered by discs of radius $t=\sqrt{r^2-z^2}$. With $u=t^2$, the argument leading to Eq. (7) therefore gives

$$\langle h^2\rangle=\int_0^{r^2}C(\sqrt u)\,du. \tag{9}$$

For a Poisson pattern, differentiating $C=1-e^{-\pi n u}$ gives

$$\frac{dC}{du}=\pi n\,(1-C). \tag{10}$$

As the discs grow, $\pi n\,du$ is the total area added to them per unit substrate area, overlaps included. The factor $1-C$ says that this added area falls on bare ground with a probability equal to the bare fraction. Integrating Eq. (10) from $0$ to $r^2$ and using Eq. (9) gives $C=\pi n(r^2-\langle h^2\rangle)$, which is Eq. (1) again. A pattern that breaks the balance in Eq. (10) will in general break the result.

## Sparse islands, closed films and growth

Let $x=\pi n r^2$, the area of all discs per unit substrate area with overlaps counted repeatedly. For small $x$,

$$\frac{1-e^{-x}}{x}=1-\frac{x}{2}+\frac{x^2}{6}-\cdots.$$

Equation (1) then becomes

$$\langle h^2\rangle=r^2\left[1-\frac{1-e^{-x}}{x}\right]
=\frac{\pi n r^4}{2}\left(1-\frac{x}{3}+\cdots\right). \tag{11}$$

The leading term is the sum over separate hemispheres, since one hemisphere contributes

$$\int_0^r(r^2-\rho^2)\,2\pi\rho\,d\rho=\pi r^4-\frac{\pi r^4}{2}=\frac{\pi r^4}{2}. \tag{12}$$

The correction is negative because overlapping material is counted once. At $r=1$ nm in the example, $x=0.0314$, and Eq. (11) predicts a ratio to the leading term of $1-0.0105=0.9895$. Direct integration over the nearest-centre distance gives 0.9896.

In the opposite limit, $x\gg1$, the bare fraction vanishes and

$$\langle h^2\rangle\to r^2-\frac{1}{\pi n}. \tag{13}$$

The deficit stops growing, because almost every point then has a centre within reach and the cap at $r^2$ in Eq. (8) no longer matters.

Differentiating Eq. (1) at fixed $n$ gives the growth law

$$\frac{d\langle h^2\rangle}{dr}
=2r-\frac{2\pi n r\,e^{-\pi n r^2}}{\pi n}
=2r\left(1-e^{-\pi n r^2}\right)=2rC. \tag{14}$$

On covered ground $h^2=r^2-D^2$ rises at the rate $2r$. Newly covered ground starts from $h=0$ and adds no jump.

The density can be eliminated if $r$ and $C$ are known. Since $\pi n r^2=-\ln(1-C)$,

$$\langle h^2\rangle=r^2\left[1+\frac{C}{\ln(1-C)}\right]. \tag{15}$$

The logarithm is negative, so the second term lowers the result. This form needs the same Poisson assumption as Eq. (1).

## Mean height and roughness

The mean height is the deposited volume per unit substrate area. Writing $h=\int_0^r\theta(h-z)\,dz$ and using Eq. (4),

$$\langle h\rangle=\int_0^r\left[1-e^{-\pi n(r^2-z^2)}\right]dz
=r-e^{-k^2r^2}\int_0^r e^{k^2z^2}dz, \tag{16}$$

with $k=\sqrt{\pi n}$. The substitution $y=kz$ brings out a factor $1/k$ and leaves Dawson's integral $F(s)=e^{-s^2}\int_0^s e^{y^2}dy$:

$$\langle h\rangle=r-\frac{F(kr)}{k}. \tag{17}$$

The roughness $\sigma$ is the standard deviation of the height about this mean:

$$\sigma^2=\langle h^2\rangle-\langle h\rangle^2. \tag{18}$$

It differs from the root-mean-square height, which is measured from the substrate.

For sparse islands $\langle h\rangle\approx 2\pi n r^3/3$, the volume of one hemisphere times $n$. Its square is of order $n^2$, while $\langle h^2\rangle$ is of order $n$, so $\sigma\approx r^2\sqrt{\pi n/2}$, which grows with $r$. For a closed film with $r$ much larger than the typical $D$, expansion of the square root gives $h\approx r-D^2/(2r)$. An exponential distribution has a standard deviation equal to its mean, here $1/(\pi n)$ for $D^2$, and therefore

$$\sigma\approx\frac{1}{2\pi n r}. \tag{19}$$

This limit is approached slowly, and closure alone is not enough. At the example density it gives 1.59 nm at $r=10$ nm, where the full value is 2.34 nm; the full value is still 25% above it at $r=15$ nm, with less than 0.1% of the substrate bare, and 10% above it at $r=20$ nm. The roughness thus rises at first and finally falls. Measured in units of $1/\sqrt n$, it depends on $x$ alone, so the coverage at its maximum is the same for every $n$ in this model.

## A film after 60 cycles

The example takes $n=10^{12}$ cm⁻² $=0.0100$ nm⁻² and a radius gain of 0.10 nm per cycle. After 60 cycles $r=6.00$ nm, and

$$\pi n r^2=1.131,\qquad C=1-e^{-1.131}=0.677.$$

With $1/(\pi n)=31.83$ nm², Eq. (1) gives

$$\langle h^2\rangle=36.00-0.6773\times31.83=14.44\ \text{nm}^2.$$

The root-mean-square height is 3.80 nm. Over covered ground alone, the mean square is $14.44/0.6773=21.3$ nm²; the two averages differ by the factor $C$ because bare ground contributes nothing.

An independent estimate came from 1200 simulated films. Centres were placed at random in a periodic square of side 100 nm, and Eq. (2) was evaluated on a grid of 32 by 32 points. The mean was 14.44 nm² with a standard error of 0.03 nm², in agreement with the formula.

The mean height is 3.001 nm, so $\sigma^2=14.44-3.001^2=5.43$ nm² and $\sigma=2.33$ nm. Three stages of growth at the same density compare as follows.

| $r$ (nm) | $C$ | $\langle h^2\rangle$ (nm²) | $\langle h\rangle$ (nm) | $\sigma$ (nm) |
|---|---|---|---|---|
| 3 | 0.246 | 1.16 | 0.51 | 0.95 |
| 6 | 0.677 | 14.4 | 3.00 | 2.33 |
| 10 | 0.957 | 69.5 | 8.00 | 2.34 |

The last two films have nearly the same roughness, although their mean-square heights differ almost fivefold. They lie on opposite sides of the maximum, which is 2.59 nm at $r=7.85$ nm and $C=0.86$. At fixed density, a roughness value alone therefore cannot tell an open film from a nearly closed one; the coverage or the mean height can.

At $r=10$ nm the closed-film limit, Eq. (13), gives $100-31.8=68.2$ nm². The full value is higher by 1.4 nm², which is the remaining bare fraction, 0.043, times 31.8 nm².

## Arrangements for which the result fails

Place the same density of centres on a square lattice. The pitch is $1/\sqrt n=10$ nm, so hemispheres of radius 4 nm do not touch. Their covered fraction is $C=\pi n r^2=0.503$, and by Eq. (12) the true mean square is

$$\langle h^2\rangle=\frac{\pi n r^4}{2}=4.02\ \text{nm}^2. \tag{20}$$

Inserting the lattice coverage into $r^2-C/(\pi n)$ gives $r^2-r^2=0$. The failure is complete, even though the coverage is correct. Before contact, $dC/du=\pi n$: all the added disc area falls on bare ground, and the factor $1-C$ in Eq. (10) is absent.

A weaker departure arises if nuclei cannot form close to one another. In simulations at the same mean density and $r=6$ nm, centres were placed one after another, and positions within 4 nm of an earlier centre were rejected. The coverage rose from 0.677 to 0.751, and the mean-square height rose to 16.2 nm². Equation (1) with the new coverage would give 12.1 nm², a change in the wrong direction.

Equation (9) explains the two opposite trends. Exclusion reduces overlap, so the discs cover more ground as they grow, and the integral of $C(\sqrt u)$ increases. For $t<2$ nm this is explicit: the discs cannot overlap, and $C(t)=\pi n t^2$ exceeds the Poisson value $1-e^{-\pi n t^2}$. Equation (1), by contrast, contains $C$ with a minus sign, and that sign is justified when $C$ and $n$ are tied together by the Poisson law. Agreement between a measured coverage and $1-e^{-\pi n r^2}$ is therefore a useful check before Eq. (1) is applied. At a single radius it is not a proof, since Eq. (9) also involves the coverage at all smaller radii.

## Nuclei that appear at different times

Suppose that nuclei appear at random times but all grow at the same speed. Their radii $R$ then differ, and the nearest centre need not supply the highest surface. The level argument still works. Nuclei of each radius class form an independent Poisson pattern, and a class with $R>z$ leaves level $z$ unexceeded if its discs of area $\pi(R^2-z^2)$ miss the point. Multiplying the probabilities adds the exponents:

$$P(h\le z)=\exp\left\{-\pi n\,\big\langle \max(R^2-z^2,0)\big\rangle_R\right\}. \tag{21}$$

Here $n$ counts nuclei as if they could also appear under existing islands. These fictitious nuclei do not alter the film. Let nucleus $i$ appear at distance $d$ from the centre of an older island $j$ that already covers the spot. At that moment $d\le R_j$ and $R_i=0$, so $d\le R_j-R_i$. Equal growth speeds keep this difference constant. Any point within $R_i$ of nucleus $i$ is then within $R_i+d\le R_j$ of centre $j$, and the younger hemisphere stays buried.

Let the births be spread evenly over the first 20 of the 60 cycles, with $n$ unchanged. The radii then lie evenly between 4 and 6 nm, and Eq. (21) lowers the mean-square height by 6.1 nm², or 42% of 14.4 nm². The main cause is the loss of growth time: the average radius is 1 nm smaller, and the slope in Eq. (14), $2rC=8.13$ nm, gives a first estimate of $-8.1$ nm². That estimate omits the change of slope with radius and the spread of radii about their average: setting every radius to 5 nm in Eq. (1) gives $-6.8$ nm², and the spread restores $+0.7$ nm². The figure of 6.1 nm² treats birth times as continuous; births at whole cycles give about 5.7 or 6.3 nm², depending on whether they fall at the start or the end of a cycle. The density of real nuclei is only about 1% below $n$ here, since 99% of the counted nuclei appear on bare substrate.

## Limits of the model for a metal such as molybdenum on an oxide

The parameters are illustrative values for a metal such as molybdenum growing as islands on an oxide, not a fit to measured films; density and growth per cycle depend on the precursors, the temperature and the preparation of the surface. For these values the model gives a film that still leaves 32% of the substrate bare at a mean height of 3 nm. Real nucleation is not simultaneous, and among the disturbances sized here this one has the largest effect: the 20-cycle spread lowers $\langle h^2\rangle$ by 42%. The spread is an illustrative choice, not a measurement.

The other disturbances were changed one at a time from the same 60-cycle film, and their sizes are also illustrative:

- A starting radius of 0.3 nm, added to the 6 nm of growth, raises $\langle h^2\rangle$ by 2.6 nm².
- If vertical growth is 10% faster than lateral growth and each island becomes a half-ellipsoid with the same lateral radius, every height is multiplied by 1.1. The mean square rises by the factor 1.21, or 3.0 nm². This is a simple measure of anisotropy; crystal facets would change the shape as well.
- Whole atomic layers of about 0.22 nm, the (110) spacing from a rough lattice constant of molybdenum, lower the result by 0.7 nm² if every height is rounded down.
- Surface diffusion may merge islands. As a deliberately strong case, let the density halve at fixed mean height, with the merged islands again hemispherical and randomly placed. The radius becomes 7.32 nm, the coverage falls to 0.57, and $\langle h^2\rangle$ rises by 2.9 nm².

These shifts have different signs and need not add, so a close match between Eq. (1) and one measured film would not by itself confirm the model. A single scan also scatters: the simulated squares of side 100 nm, with about 100 islands each, varied by 1.1 nm² (one standard deviation), or 8% of the mean. These squares were periodic; a window of the same size cut from a larger film varies by about 1.0 nm². Most of the scatter comes from the number of islands in the square: with exactly 100 islands it drops to 0.4 nm².

## Values computed for the example and the checks

```
nucleus density: 1.0e+12 cm^-2 = 0.0100 nm^-2
radius gain per cycle: 0.10 nm; cycles: 60
hemisphere radius r: 6.00 nm
pi n r^2: 1.1310
1/(pi n): 31.831 nm^2
covered fraction C: 0.6773
C/(pi n): 21.559 nm^2
mean-square height, formula: 14.441 nm^2
mean-square height, simulated: 14.443 nm^2
standard error of simulated value: 0.032 nm^2
root-mean-square height: 3.800 nm
mean-square height on covered area: 21.323 nm^2
mean height: 3.001 nm
roughness: 2.331 nm
growth slope 2 r C: 8.127 nm; by difference: 8.127 nm
r = 3 nm: C = 0.2463, <h^2> = 1.160 nm^2
r = 3 nm: <h> = 0.506 nm, roughness = 0.951 nm
r = 10 nm: C = 0.9568, <h^2> = 69.545 nm^2
r = 10 nm: <h> = 8.005 nm, roughness = 2.339 nm
radius of greatest roughness: 7.85 nm
greatest roughness: 2.590 nm; C there: 0.8555
sparse check, r = 1 nm: <h^2>/(pi n r^4/2) = 0.98961
square lattice: pitch 10.0 nm, r 4.0 nm
lattice covered fraction: 0.5027
lattice true <h^2>: 4.021 nm^2
lattice r^2 - C/(pi n): 0.00 nm^2 (magnitude)
Shifts of <h^2> from neglected effects:
nucleation over 20 cycles: -6.08 nm^2
  fraction of nuclei born on bare substrate: 0.9897
exclusion within 4.0 nm: +1.73 nm^2
  standard error of that shift: 0.06 nm^2
  C with exclusion: 0.751; true <h^2>: 16.17 nm^2
  r^2 - C/(pi n) with that C: 12.11 nm^2
starting radius 0.3 nm: +2.57 nm^2
layers of 0.223 nm, rounded down: -0.67 nm^2
vertical/lateral growth 1.1: +3.03 nm^2
pair merging, fixed volume: +2.90 nm^2
  radius after merging: 7.32 nm; C: 0.569
scatter between 100 nm square scans: 1.11 nm^2
```
